# Efficiency and lossless squeezing from two measured quadrature variances

## Problem

A source emits squeezed vacuum in a single optical mode. The light passes through lossy optics and is measured by homodyne detection, in which a strong local oscillator selects one quadrature of the field. Relative to shot noise, the smallest measured variance is $V_-=0.5$ and the largest is $V_+=4$. Assume that the source state is pure and that loss is the only imperfection. Find the total power efficiency $\eta$ from source to photocurrent, and the squeezing that would be measured without loss.

The quadratures are $X=a+a^\dagger$ and $P=-i(a-a^\dagger)$, where $[a,a^\dagger]=1$. Then $[X,P]=2i$, the vacuum has variance 1 in every quadrature, and the uncertainty relation reads $V_XV_P\ge 1$. Shot noise is the vacuum level, so the given numbers are variances in these units. In decibels, the measured squeezing is $-10\log_{10}0.5=3.01$ dB and the antisqueezing is $10\log_{10}4=6.02$ dB.

## A tempting solution that is wrong

A pure squeezed vacuum has variances $s$ and $1/s$, with product 1. The measured product is 2, so the state has been degraded. Suppose that the degradation multiplies both variances by a common factor $f$:

$$V_-=fs,\qquad V_+=\frac{f}{s}.$$

The factor cancels in the ratio, which gives

$$s=\sqrt{\frac{V_-}{V_+}}=\sqrt{0.125}\approx0.354,$$

or about 4.5 dB of lossless squeezing. The product gives $f=\sqrt{V_-V_+}=\sqrt2$. Since an efficiency must be below 1, one takes $\eta=1/f\approx0.71$.

## Where it fails

The faulty step is the common factor. Send vacuum through the same optics: loss cannot turn vacuum into anything else, so a variance of 1 must stay 1. A common factor $f=\sqrt2$ would turn it into 1.41. It would also raise the antisqueezed variance, although loss should bring a variance above the vacuum level down towards that level: with all the light lost, only vacuum would be detected.

A common factor does describe a different situation, in which a thermal state of variance $\sqrt2$ is squeezed and no light is lost afterwards. That state is impure at the source, contrary to the assumption of the problem.

The number 0.71 does have a meaning: it is the purity $\mathrm{Tr}\,\rho^2$ of the detected state. To see this, use the fact that $\mathrm{Tr}\,\rho^2$ is proportional to the phase-space integral of the squared Wigner function. For a Gaussian state with these principal variances,

$$W=\frac{1}{2\pi\sqrt{V_-V_+}}\exp\left(-\frac{X^2}{2V_-}-\frac{P^2}{2V_+}\right),$$

$$\int W^2\,dX\,dP=\frac{\pi\sqrt{V_-V_+}}{4\pi^2V_-V_+}=\frac{1}{4\pi\sqrt{V_-V_+}}.$$

The vacuum has purity 1 and $V_-V_+=1$, which fixes the constant of proportionality at $4\pi$. Hence $\mathrm{Tr}\,\rho^2=1/\sqrt{V_-V_+}=0.7071$. Purity and efficiency are different quantities.

## Right solution

**How loss acts.** Model the loss as a beam splitter that transmits a fraction $\eta$ of the power. Its second input, with operator $v$, is in the vacuum state:

$$a_{\rm out}=\sqrt{\eta}\,a+\sqrt{1-\eta}\,v.$$

The second term is required. Without it, the commutator $[a_{\rm out},a_{\rm out}^\dagger]$ would be $\eta$; with it, the commutator is $\eta+(1-\eta)=1$. With real amplitudes, each quadrature obeys the same relation, for example

$$X_{\rm out}=\sqrt\eta\,X+\sqrt{1-\eta}\,X_v.$$

Both inputs have zero mean and they are uncorrelated, so the cross term in $\langle X_{\rm out}^2\rangle$ vanishes. Since $\langle X_v^2\rangle=1$,

$$V_{\rm out}=\eta V_{\rm in}+1-\eta .$$

Subtracting 1 from both sides shows what loss does scale:

$$V_{\rm out}-1=\eta\,(V_{\rm in}-1).$$

The common factor belongs to the deviation from shot noise, not to the variance itself.

This relation also shows how several losses combine. After two stages the deviation has been multiplied by $\eta_1$ and then by $\eta_2$, so the total efficiency is $\eta=\eta_1\eta_2$. The two readings determine this product and cannot say where the light was lost.

**Two equations for two unknowns.** Let $s=e^{-2r}$ be the squeezed variance before loss, with $r>0$ the squeezing parameter. Purity makes the other variance $1/s$. Define the drop below and the rise above shot noise:

$$A=1-V_-=0.5,\qquad B=V_+-1=3.$$

The loss relation, applied to each quadrature, gives

$$A=\eta(1-s),\qquad B=\eta\left(\frac1s-1\right)=\frac{\eta(1-s)}{s}.$$

The numerator of $B$ is $A$. Therefore $B=A/s$, and

$$s=\frac{A}{B}=\frac{1-V_-}{V_+-1}=\frac{0.5}{3}=\frac16\approx0.1667 .$$

The first equation then gives the efficiency:

$$\eta=\frac{A}{1-s}=\frac{0.5}{5/6}=0.6 .$$

Each step fixes one unknown without a choice of root, so the solution is unique. The lossless squeezing is $10\log_{10}6=7.78$ dB, with $r=\tfrac12\ln6=0.8959$. The total loss is $-10\log_{10}0.6=2.22$ dB.

**Check.** Putting the results back into the loss relation gives

$$0.6\times\tfrac16+0.4=0.5,\qquad 0.6\times6+0.4=4 .$$

The tempting answer fails the same check. With $\eta=0.707$ and $s=0.354$, the antisqueezed variance would be $0.707/0.354+0.293\approx2.29$, far from 4.

Photon counting gives another view. From the definitions, $X^2+P^2=4a^\dagger a+2$, so a state of zero mean field has $\langle n\rangle=(V_X+V_P-2)/4$. Before loss this is $(1/6+6-2)/4=1.0417$, and after loss it is $(0.5+4-2)/4=0.625$. Their ratio is 0.6, as it must be if each photon survives with probability $\eta$. A numerical test of that picture started from the squeezed state with $r=0.8959$ in the photon-number basis and removed photons independently with survival probability 0.6. It returned the variances 0.5 and 4.

## When the readings allow a solution

Substituting $s=A/B$ into $\eta=A/(1-s)$ gives a form that is useful for limits and errors:

$$\eta=\frac{AB}{B-A},\qquad \frac1\eta=\frac1A-\frac1B .$$

Take $0<V_-<1<V_+$, so that $A$ and $B$ are positive. A positive efficiency requires $B>A$, and $\eta\le1$ then requires $AB\le B-A$. Written out,

$$V_++V_--V_-V_+-1\le V_++V_--2 ,$$

which reduces to $V_-V_+\ge1$. Conversely, if $V_-V_+\ge1$, then $B\ge1/V_--1=A/V_->A$, so the condition $B>A$ is met as well. The inference therefore gives a physical answer exactly when the readings respect the uncertainty relation. At $V_-V_+=1$ it gives $\eta=1$ and $s=V_-$, as it should for a pure detected state.

This has a less welcome consequence. Every pair of readings with $V_-<1<V_+$ and $V_-V_+\ge1$ can be written as a pure squeezed state followed by loss, whatever its real origin. When $V_-V_+>1$, the two numbers therefore cannot test the assumption that the source is pure; that needs further information, such as a separate measurement of the efficiency.

Two limits show how the data carry the answer:

- **Strong squeezing.** As $s\to0$, $\eta=A/(1-s)$ approaches $1-V_-$. For finite squeezing $1-V_-$ is a lower bound on the efficiency, here 0.5 against the actual 0.6.
- **Weak squeezing.** For $r\ll1$, both $A$ and $B$ are close to $2\eta r$, while their difference is $B-A=\eta(1-s)^2/s\approx4\eta r^2$. The efficiency then depends on a small difference between two nearly equal numbers and is poorly determined.

## What the result says about improving the measurement

Within the loss-only model, hold the efficiency at 0.6 and make the source stronger. The squeezed variance $0.6s+0.4$ falls towards 0.4 but stays above it, so the measured squeezing stays below 3.98 dB. Starting from 3.01 dB, less than 1 dB can be gained in this way. Now hold the source at $s=1/6$ and remove the loss instead: the measured squeezing rises towards 7.78 dB. For these numbers, loss is the main limit.

## Uncertainty of the inferred values

Differentiating $1/\eta=1/A-1/B$, with $dA=-dV_-$ and $dB=dV_+$, gives

$$d\eta=-\eta^2\left(\frac{dV_-}{A^2}+\frac{dV_+}{B^2}\right).$$

An error of 0.10 dB in a reading changes $V$ by $0.10\,V\ln10/10$, or 0.0115 for $V_-$ and 0.092 for $V_+$. The corresponding changes in $\eta$ have magnitudes

$$0.36\times\frac{0.0115}{0.25}=0.0166,\qquad 0.36\times\frac{0.092}{9}=0.0037 .$$

The squeezed reading dominates because $A$ is much smaller than $B$. If the two errors are independent, they combine in quadrature to 0.017.

The lossless squeezing in decibels is $L=10\log_{10}(B/A)$, so

$$dL=\frac{10}{\ln10}\left(\frac{dV_+}{B}+\frac{dV_-}{A}\right).$$

For errors of 0.10 dB the two terms are $0.10\times4/3=0.133$ dB and $0.10\times0.5/0.5=0.100$ dB, which combine to 0.17 dB if independent. An error in the shared shot-noise reference moves both readings the same way, and the terms then add directly: about 0.020 in $\eta$ and 0.23 dB in $L$.

The sign of the second term may look odd: with $V_+$ fixed, a worse squeezed reading implies a better source. The reason is that a higher $V_-$ must then be explained by more loss, and more loss requires a stronger source to produce the same antisqueezing.

## Departures from the model in a real device

Suppose that the readings came from a guided-wave squeezed-light source that emits at 1550 nm and runs at room temperature. Real devices depart from the model in several ways. The sizes of the imperfections below are assumed round values, not data from a particular device.

**Excess noise.** Suppose that the measured $V_+=4$ includes extra noise of variance 0.30, in shot-noise units, added to the antisqueezed quadrature alone. The pure-state model should then use $V_+=3.7$, so $s=0.5/2.7=0.185$. The lossless squeezing becomes 7.32 dB and the efficiency 0.614. Ignoring this noise makes the inferred squeezing 0.46 dB too high and the efficiency 0.014 too low. The direction is general within this model: lowering $B$ at fixed $A$ raises $s=A/B$, and hence also $\eta=A/(1-s)$.

**Electronic noise.** Let the detector electronics add a variance $d$, relative to optical shot noise, to both the signal and the reference trace. The normalised reading is then

$$\frac{V+d}{1+d}=1+\frac{V-1}{1+d}.$$

This has the form of an extra efficiency $1/(1+d)$, so $s$ is unaffected. For electronic noise 15 dB below shot noise, $d=0.0316$. If the given readings still contain this noise, the optical efficiency is $0.6\times1.0316=0.619$. If it has already been subtracted, no correction is due.

**Phase jitter.** If the local oscillator is off by an angle $\theta$, the squeezed reading becomes $V_-\cos^2\theta+V_+\sin^2\theta$. For Gaussian jitter of zero mean and standard deviation $\sigma$, the average of $\sin^2\theta$ is

$$p=\tfrac12\left(1-e^{-2\sigma^2}\right),$$

which is 0.0009 for $\sigma=30$ mrad. The readings are then mixtures, $(1-p)V_-+pV_+$ and $(1-p)V_++pV_-$, and their difference is $(1-2p)$ times the true one. The true difference is thus $3.5/(1-2p)\approx3.506$. Shifting each reading by $p$ times this amount gives $V_-=0.4968$ and $V_+=4.0032$. The corrected results are $\eta=0.604$ and 7.76 dB, so this effect is small here. It does not stay small for a stronger source, because the leaked term $pV_+$ grows with the antisqueezing. With this jitter and efficiency, the measured squeezing peaks at about 3.65 dB for a source near 15 dB and then falls, instead of approaching the loss floor.

**Thermal light.** At 1550 nm and 300 K the photon energy is about 31 times the thermal energy, and the loss port holds about $4\times10^{-14}$ thermal photons per mode. Treating it as vacuum is safe.

For these assumed sizes, excess noise matters most for the lossless squeezing, and uncorrected electronic noise matters most for the efficiency.

There is also a limit to what "lossless" means. The model places all loss after the squeezing. In a waveguide or resonator that loses light while it generates squeezing, $s$ describes an equivalent pure state, and it need not equal the squeezing that the same device would produce if its internal loss were removed. Nor is it the squeezing available at the chip output when part of the loss occurs before that point. The inferred $\eta$ is then not the power transmission either, because squeezing generated near the output passes through less of the loss. For example, take $dV_\mp/dz=\mp2gV_\mp-\gamma(V_\mp-1)$ over unit length with vacuum input, $g=0.8$ and $\gamma=0.3$. This gives $V_-=0.284$ and $V_+=4.29$, from which the formulas infer $\eta=0.92$ and 6.62 dB. The transmission is $e^{-0.3}=0.74$, and the loss-free squeezing is 6.95 dB.

The complete numerical output follows.

## Computed results

```
Variances are in units of shot noise
measured squeezed variance       0.5000
measured antisqueezed variance   4.0000
measured squeezing               3.01 dB
measured antisqueezing           6.02 dB
drop below shot noise            0.5000
rise above shot noise            3.0000
lossless squeezed variance s     0.1667
lossless antisqueezed variance   6.0000
lossless squeezing               7.78 dB
squeezing parameter r            0.8959
mean photon number before loss   1.0417
total efficiency eta             0.6000
total loss                       2.22 dB
measured variance product        2.0000
purity of detected state         0.7071
variance floor 1-eta             0.4000
squeezing limit at this eta      3.98 dB
assumed error of each reading    0.10 dB
eta error from squeezed reading  0.0166
eta error from antisq. reading   0.0037
eta error, independent errors    0.0170
lossless error, squeezed reading 0.100 dB
lossless error, antisq. reading  0.133 dB
lossless error, independent      0.167 dB
assumed rms phase jitter         30 mrad
jitter mixing weight             0.000899
squeezed variance w/o jitter     0.4968
antisqueezed variance w/o jitter 4.0032
eta corrected for jitter         0.6044
lossless corrected for jitter    7.76 dB
assumed electronic clearance     15 dB
electronic / optical shot noise  0.0316
optical eta if noise was left in 0.6190
simulated raw-record eta         0.600
simulated raw-record s           0.167
assumed antisqueezed excess      0.30
eta corrected for excess         0.6136
lossless corrected for excess    7.32 dB
wavelength                       1550 nm
temperature                      300 K
photon energy / thermal energy   30.94
thermal photons per mode         3.7e-14
variance added by thermal light  2.9e-14
```
